# Comment: Orbital positions, Berry curvature and the Hall response of metals

The argument under review runs as follows. A tight-binding model is a list of hoppings. The hoppings fix the Bloch matrix, and its eigenvectors fix the Berry curvature. Where the orbitals sit inside the cell is therefore a matter of bookkeeping, and all of them may be placed at the cell origin. The authors support this with a filled band whose Chern number did not depend on the placement, and they then use the same curvature for the Hall conductivity of a partly filled band.

The Chern number result is right, but it does not support the last step. The hoppings fix the energies; the response to an electric field also needs the position operator. Does the curvature notice a change of position at fixed hoppings, and if so, does the Hall conductivity notice it too?

## What the positions do to the Bloch matrix

I use atomic units in the algebra, a two-dimensional crystal, independent electrons with one spin state per orbital, and orthonormal orbitals $|\mathbf R a\rangle$. The position operator is taken as diagonal,
$$\mathbf r|\mathbf Ra\rangle=(\mathbf R+\boldsymbol\tau_a)|\mathbf Ra\rangle ,$$
which neglects its matrix elements between different orbitals. With $t_{ab}(\mathbf R)=\langle \mathbf 0a|H|\mathbf Rb\rangle$, the Bloch matrix is
$$H_{ab}(\mathbf k)=\sum_{\mathbf R}t_{ab}(\mathbf R)\,e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a)} .$$
The velocity dictates this choice of phase. The operator $\mathbf v=i[H,\mathbf r]$ has elements $i\,t_{ab}(\mathbf R)(\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a)$, and these are what $\nabla_{\mathbf k}H$ produces. If the $\boldsymbol\tau$ are dropped from the phase, $\nabla_{\mathbf k}H$ is the velocity of a different system, in which all orbitals of a cell coincide.

Now move orbital $a$ by $\boldsymbol\delta_a$ and hold every hopping fixed. Each element gains a phase:
$$H'_{ab}=e^{-i\mathbf k\cdot\boldsymbol\delta_a}H_{ab}\,e^{i\mathbf k\cdot\boldsymbol\delta_b}.$$
This is a unitary transformation, so the energies are unchanged. The eigenvectors become $u'_a=e^{-i\mathbf k\cdot\boldsymbol\delta_a}u_a$, and the weights $w_a=|u_a|^2$ are unchanged. A gauge change would multiply the whole eigenvector by one phase. Here different components receive different $\mathbf k$-dependent phases, so gauge invariance of the curvature gives no protection.

With $\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle$, the derivative of the new vector is
$$\nabla u'_a=e^{-i\mathbf k\cdot\boldsymbol\delta_a}(\nabla u_a-i\boldsymbol\delta_a u_a).$$
Multiplying by $iu'^*_a$ cancels the phases, and $i(-i)=1$, so that
$$\mathbf A'=\mathbf A+\mathbf p,\qquad \mathbf p(\mathbf k)=\sum_a\boldsymbol\delta_a w_a(\mathbf k).$$
The vector $\mathbf p$ is the mean displacement of an electron in the state $\mathbf k$. Taking the curl, with $\Omega=\partial_xA_y-\partial_yA_x$, gives
$$\Omega'=\Omega+\partial_xp_y-\partial_yp_x. \tag{1}$$
If all orbitals move together, $\sum_aw_a=1$ makes $\mathbf p$ constant and the curvature stays the same. A relative displacement changes it wherever the curl of $\mathbf p$ is nonzero.

## A case with numbers

Take a honeycomb lattice with orbital A at the origin and B at $(0,b)$, $b=2.0$ Å. The vectors from A to its neighbours are $\mathbf d_1=(0,b)$ and $\mathbf d_{2,3}=(\mp\tfrac{\sqrt3}{2}b,-\tfrac12b)$, with hoppings $t_1=1.4$ eV and $t_2=t_3=1.0$ eV. Imaginary second-neighbour hoppings of size $t'=0.15$ eV break time reversal. The matrix is
$$H_{AB}=\sum_jt_je^{i\mathbf k\cdot\mathbf d_j},\qquad H_{AA}=-H_{BB}=h_z=2t'\sum_j\sin\mathbf k\cdot\mathbf v_j,$$
where $\mathbf v_{1,2}=(\tfrac{\sqrt3}{2}b,\pm\tfrac32b)$ and $\mathbf v_3=(-\sqrt3b,0)$. The lower band runs from $-3.4$ to $-0.6$ eV, and a gap of 1.2 eV separates it from the upper one.

In the lower band $w_B=\tfrac12\left(1+h_z/\sqrt{h_z^2+|H_{AB}|^2}\right)$. Let B move by $\delta=0.3$ Å along $y$. Then $p_x=0$, $p_y=\delta w_B$, and (1) becomes $\Omega'=\Omega+\delta\,\partial_xw_B$.

At $\mathbf k=(0.10,1.00)$ Å$^{-1}$ the slope $\partial_xw_B$ is $-1.511$ Å and the original curvature is 10.842 Å$^2$. The prediction is
$$\Omega'=10.842+0.3\times(-1.511)=10.389\ \text{Å}^2,$$
which agrees with the curvature computed directly from the velocity matrices of the moved system. With the B at $\mathbf d_1$ counted in the cell of A, placing B at the cell origin amounts to $\delta=-2.0$ Å and gives $10.842+3.022=13.864$ Å$^2$, about 28% above the original value.

The difference is dynamical. A band electron under a force $\mathbf F=\dot{\mathbf k}$ has, to first order, $v_x=\partial_x\varepsilon-\dot k_y\Omega$. I integrated the Schrödinger equation at this point for forces of $\pm0.002$ eV/Å along $y$, switched on smoothly over a time of $60\,\hbar/\mathrm{eV}$, and took the part of $v_x$ odd in the force. It gives curvatures of 10.842 and 10.389 Å$^2$ for the two geometries.

## Why the filled band is silent

The weights are periodic in $\mathbf k$: adding a reciprocal lattice vector changes $H$ by a constant diagonal unitary matrix, which leaves each $|u_a|^2$ alone. For an isolated band they are also smooth. The zone integral of a derivative of a smooth periodic function vanishes, because its values on opposite edges cancel. Hence
$$C'=\frac1{2\pi}\int_{\rm BZ}d^2k\,\Omega'=C+\frac1{2\pi}\int_{\rm BZ}d^2k\,(\partial_xp_y-\partial_yp_x)=C .$$
In the example $C=1$ for the original geometry, for the moved one and with both orbitals at the origin. A correct Chern number is therefore no evidence that the curvature is correct point by point. If the band touches another, its separate weights need not be smooth and this argument fails for it; it can then be applied to the summed curvature and weights of a group of bands isolated from the rest.

## What changes in a partly filled band

An electric field exerts the force $\mathbf F=-\mathbf E$ on an electron, so the anomalous velocity is $-\dot k_y\Omega=E_y\Omega$. Multiplying by the charge $-1$ and summing over occupied states gives $j_x=-E_y\int d^2k\,f\Omega/(2\pi)^2$. Since $e^2/h=1/2\pi$ in atomic units, the intrinsic Hall conductivity is
$$\sigma_{xy}=-\frac{e^2}{h}\,\frac1{2\pi}\sum_n\int_{\rm BZ}d^2k\,f(\varepsilon_n)\,\Omega_n .$$
Insert (1). The product $fp_y$ is periodic, so $\int\partial_x(fp_y)=0$ and
$$\int f\,\partial_xp_y=-\int f'(\varepsilon)\,(\partial_x\varepsilon)\,p_y ,$$
and likewise for the other term. The change is
$$\Delta\sigma_{xy}=\frac{e^2}{h}\,\frac1{2\pi}\sum_n\int_{\rm BZ}d^2k\,f'(\varepsilon_n)\left[(\partial_x\varepsilon_n)p_{ny}-(\partial_y\varepsilon_n)p_{nx}\right]. \tag{2}$$
The factor $f'$ confines it to the Fermi surface. At zero temperature Green's theorem turns the same quantity into
$$\Delta\sigma_{xy}=-\frac{e^2}{h}\frac1{2\pi}\oint\mathbf p\cdot d\mathbf k,$$
taken around the Fermi lines with the occupied region on the left. In a gap there is no such line, which recovers the result for the filled band.

With the chemical potential at $-1.2$ eV and a temperature of 300 K the model holds 0.804 electrons per cell. The intrinsic conductivity is $-0.3464\,e^2/h$ before the move and $-0.3581\,e^2/h$ after it. The difference is $-0.0116\,e^2/h$, or $-0.45$ µS, about 3.4% of the original value. Formula (2), evaluated separately, gives the same number.

Because energies and weights do not depend on the positions, $\Delta\sigma_{xy}$ is linear in $\delta$. The authors' choice, with the cell taken as above so that $\delta=-2.0$ Å, therefore gives a change of $-0.01165\times(-2.0/0.3)=+0.0777\,e^2/h$ and a conductivity of $-0.2687\,e^2/h$. Its magnitude is 22% too small for the original geometry. The error depends on how the cell is drawn. If the B at $\mathbf d_2$ or $\mathbf d_3$ is counted in the cell instead, the displacement to the origin is $(\pm1.73,+1.0)$ Å. Only its $y$ part matters here (see the mirror case below), so the change is $-0.01165\times(1.0/0.3)=-0.0388\,e^2/h$, and the conductivity of $-0.385\,e^2/h$ is 11% too large in magnitude.

## When the change cancels

A changed curvature does not guarantee a changed integral. For a displacement of B the integral that matters is $\mathbf I=\sum_n\int f(\varepsilon_n)\nabla w_{nB}$, with $\Delta\sigma_{xy}\propto\delta_yI_x-\delta_xI_y$.

*Time reversal.* With real hoppings $H(-\mathbf k)=H(\mathbf k)^*$, so energies and weights are even in $\mathbf k$. The gradient of an even function is odd, and $\mathbf I=0$. The curvature is odd in $\mathbf k$ too, so the intrinsic Hall conductivity itself vanishes.

*A threefold axis through an orbital.* If the rotation maps each sublattice to itself, energies and weights are invariant under it. Then $\mathbf I$ must equal itself rotated by 120°, and the zero vector is the one vector in the plane that does.

*A mirror combined with time reversal.* In the example, $x\to-x$ preserves each sublattice but reverses the sign of the imaginary hoppings, and complex conjugation restores it. Together they map $(k_x,k_y)$ to $(k_x,-k_y)$. Thus $w_B$ is even in $k_y$ and $I_y=0$: moving B along $x$ leaves the integral alone, while moving it along $y$ need not.

I tested these cases with displacements of 0.3 Å and the chemical potential held at $-1.2$ eV. The threefold case has all three first-neighbour hoppings equal to 1.0 eV. The time-reversal case has $t'=0$ and site energies of $\pm0.5$ eV. The third is the original model with B moved along $x$. The largest local changes of curvature are 0.33, 0.34 and 0.40 Å$^2$, yet in each case the Hall conductivity changes by less than $10^{-7}\,e^2/h$. A test on the symmetric honeycomb lattice would thus have missed the authors' error even in a metal.

Inversion that exchanges A and B does not help. It gives $w_B(-\mathbf k)=w_A(\mathbf k)=1-w_B(\mathbf k)$, whose gradient is even in $\mathbf k$ and can survive integration. This is the situation in the worked example.

## Which Hall conductivity is meant

One might now conclude that a dc measurement on a metal detects the intracell positions. That would be a second mistake. Two resistor networks with identical connections carry identical steady currents, however their nodes are drawn within the cells. The resolution lies in what the extra term in (1) describes.

Let B again move along $y$, so that $\mathbf p=(0,p)$.

- A force along $x$ makes $k_x$ drift. The electron's mean position contains the additional part $p(\mathbf k)$, which changes at the rate $F_x\partial_xp$. This is an additional velocity along $y$.
- A force along $y$ has the potential energy $-F_yy$, which adds $-F_yp(\mathbf k)$ to the band energy. Its slope is an additional velocity $-F_y\partial_xp$ along $x$.

Both agree with (1), since $v_y$ contains $+\dot k_x\Omega$ and $v_x$ contains $-\dot k_y\Omega$. Neither survives in a steady state. In the first case the intracell dipole is bounded and, once scattering has stopped the drift of the Fermi sea, constant; its rate of change is zero. In the second, the added potential is static and repeats from cell to cell. After relaxation the electrons are in equilibrium with it, and equilibrium carries no net current. To first order the occupation changes by $-f'F_yp$, and the velocity sum becomes
$$\int d^2k\left[-fF_y\partial_xp-f'F_yp\,\partial_x\varepsilon\right]=-F_y\int d^2k\,\partial_x(fp)=0 .$$
The total dc Hall conductivity is therefore independent of the intracell positions, provided that the lattice, the hoppings and the matrix elements of the disorder are all held fixed and that the system relaxes. What depends on the positions is the division of the total into an intrinsic part and a part due to scattering.

To follow the crossover, let the field grow as $e^{st}$. A force $F_xe^{st}$ shifts $k_x$ by $(F_x/s)e^{st}$ and so adds $(F_x/s)v_xe^{st}$ to $H$. To first order in the force, the equation of motion of the density matrix, written in the basis of eigenstates of the disordered system, gives at $t=0$
$$(is-\varepsilon_m+\varepsilon_n)\rho_{mn}=\frac{F_x}{s}(v_x)_{mn}(f_n-f_m).$$
With $D=\delta P_B$, where $P_B$ projects on the B orbitals, $d\langle D\rangle/dt=s\sum_{mn}\rho_{mn}D_{nm}=F_xK(s)$ at $t=0$, with
$$K(s)=\sum_{mn}\frac{f_m-f_n}{\varepsilon_m-\varepsilon_n-is}(v_x)_{mn}D_{nm}.$$
The reverse response, of $v_x$ to the perturbation $-F_yD$, is $-F_yK(-s)$, as exchanging the labels $m$ and $n$ shows. With $\mathbf F=-\mathbf E$ and charge $-1$, the antisymmetric part of the conductivity changes by $-[K(s)+K(-s)]/2$ per sample area.

I evaluated this for 14 samples of $16\times16$ cells, with site energies drawn uniformly from a range of full width 2.0 eV and the chemical potential unchanged. The disorder lowers the filling at this chemical potential from 0.80 to about 0.77 electrons per cell, so the ratios compare slightly different fillings.

| $s$ (eV) | clean ($e^2/h$) | disordered ($e^2/h$) | ratio |
|---|---|---|---|
| 0.40 | −0.0115 | −0.0050 | 0.43 |
| 0.20 | −0.0116 | −0.0034 | 0.29 |
| 0.10 | −0.0116 | −0.0020 | 0.17 |
| 0.05 | −0.0116 | −0.0011 | 0.09 |

The statistical errors of the disordered values are below $0.0001\,e^2/h$. Without disorder the change stays close to its intrinsic value; with disorder it dies away as the field becomes slower. The limit $s\to0$ is not reached in a finite sample and rests on the argument above.

A simple estimate with a single relaxation rate $\Gamma$ reproduces the trend at this disorder strength. The displacement $\kappa$ of the Fermi sea obeys $\dot\kappa=Fe^{st}-\Gamma\kappa$, so $\kappa=Fe^{st}/(s+\Gamma)$, and the growth of the dipole is reduced by $s/(s+\Gamma)$. The Born estimate from the clean density of states, thermally averaged at 300 K, is $\Gamma=0.47$ eV, which gives 0.46, 0.30, 0.18 and 0.10. Before rounding, these lie within about 7% of the computed ratios. Since one rate is a crude description of such strong disorder, I would not read more into the agreement.

## Bearing on real materials

The model represents no particular material, and its disorder is strong: $\hbar/\Gamma$ is about 1.4 fs. For a longer lifetime $\tau$ of 10 fs the same single-rate estimate puts the crossover near $\hbar/\tau\approx0.07$ eV, still far above the frequencies of dc transport.

A real displacement also changes the hoppings, which were held fixed here. Moving B by 0.3 Å stretches one bond to 2.30 Å and shortens the other two to 1.87 Å. If the first-neighbour hoppings follow an inverse-square law, they become 1.06, 1.15 and 1.15 eV. At the same electron count and temperature the intrinsic conductivity is then $-0.397\,e^2/h$. The step from $-0.358$ to $-0.397\,e^2/h$ is about 3.3 times the purely positional change. Both the size and the sign of this ratio depend on the assumed distance law. Equation (1) thus isolates the role of the position operator; it does not predict by itself what a structural distortion will do.

I ask the authors to recompute the metallic case with the actual orbital centres and to state whether position matrix elements between different orbitals are negligible in their basis. They should call the result intrinsic. A comparison with dc data needs the scattering contributions as well, evaluated with the same position operator. The numerical output below gives the values used here to more digits.

## Numbers as computed

```
bond length 2.00 angstrom, cell area 10.3923 angstrom^2
first-neighbour hoppings (1.4, 1.0, 1.0) eV, second 0.15 eV
displacement of B along y 0.30 angstrom
temperature 300 K, kT 0.02585 eV, chemical potential -1.2 eV
lower band from -3.4000 to -0.6000 eV
gap between bands 1.2000 eV
electrons per cell 0.8040
sample k point (0.10, 1.00) 1/angstrom
slope of B weight along x there -1.51101 angstrom
curvature there, old positions 10.84218 angstrom^2
curvature there, new positions 10.38887 angstrom^2
curvature there, all at cell origin 13.86419 angstrom^2
from time evolution, old positions 10.84180 angstrom^2
from time evolution, new positions 10.38857 angstrom^2
curvature change over zone -0.5196 to 0.2660 angstrom^2
Chern number, link phases 1.000000
Chern number, old / new / origin 1.000000 1.000000 1.000000
sigma_xy in gap, old / new -1.000000 -1.000000 e^2/h
intrinsic metallic sigma_xy, old positions -0.346406 e^2/h
intrinsic metallic sigma_xy, new positions -0.358055 e^2/h
intrinsic metallic sigma_xy, cell origin -0.268746 e^2/h
change old to new -0.011649 e^2/h
change old to new -0.4513 microsiemens
change from Fermi-surface formula -0.011649 e^2/h
threefold axis: largest local change 0.3286 angstrom^2
threefold axis: Hall change below 1e-7 e^2/h: True
time reversal: largest local change 0.3428 angstrom^2
time reversal: Hall change below 1e-7 e^2/h: True
displacement along x: largest local change 0.3960 angstrom^2
displacement along x: Hall change below 1e-7 e^2/h: True
disorder full width 2.0 eV, 14 samples of 16x16 cells
Born estimate of scattering rate 0.467 eV
s 0.40 eV: clean -0.01146, disordered -0.00498 +- 0.00008 e^2/h, ratio 0.434
s 0.20 eV: clean -0.01160, disordered -0.00337 +- 0.00007 e^2/h, ratio 0.291
s 0.10 eV: clean -0.01164, disordered -0.00200 +- 0.00005 e^2/h, ratio 0.172
s 0.05 eV: clean -0.01165, disordered -0.00109 +- 0.00004 e^2/h, ratio 0.094
bond lengths after the move [2.3, 1.8682, 1.8682] angstrom
inverse-square hoppings [1.0586, 1.1461, 1.1461] eV
chemical potential at same filling -1.1168 eV
intrinsic sigma_xy with those hoppings -0.396719 e^2/h
shift due to hopping change alone -0.038664 e^2/h
```
